# Intrinsic birefringence of cubic crystals from second-order spatial dispersion: verification in Python

```python
"""Intrinsic birefringence of cubic crystals from second-order spatial dispersion.

Result under test, for crystal classes m3m (Oh) and -43m (Td):
  eps_ij(q) = eps0 d_ij + A q^2 d_ij + B q_i q_j + C q_i^2 d_ij
  |n1 - n2| = |C| q^2 delta(s) / (2 n),  delta = 2 sqrt(sig2^2 - 3 sig3)
q = q s is the wave vector, s a unit vector, d_ij the unit tensor,
sig2 = sx^2 sy^2 + sy^2 sz^2 + sz^2 sx^2 and sig3 = sx^2 sy^2 sz^2.
The birefringence is zero along <100> and <111> and largest along <110>.

Microscopic check: Gaussian oscillators (width w, bare polarizability chi) on a
cubic lattice (cell volume V, reciprocal vectors G), solved with full Maxwell
fields.  Predicted coefficient:
  C = -2 (eps0-1)^2 sum_{G != 0} F''(G^2) (Gx^4 - 3 Gx^2 Gy^2),
  F(u) = exp(-w^2 u) / u.
Lengths are in nm; k = omega/c = 2 pi / wavelength.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

rng = np.random.default_rng(7)

# ---------- symmetry: number of constants and form of the tensor ----------
groups = {"Oh": [], "Td": [], "O": [], "Th": [], "T": []}
for perm in itertools.permutations(range(3)):
    perm_matrix = np.eye(3)[list(perm)]
    parity = round(np.linalg.det(perm_matrix))
    for signs in itertools.product((1, -1), repeat=3):
        g = np.diag(signs) @ perm_matrix
        sign_product = int(np.prod(signs))
        groups["Oh"].append(g)
        if sign_product == 1:
            groups["Td"].append(g)
        if parity * sign_product == 1:
            groups["O"].append(g)
        if parity == 1:
            groups["Th"].append(g)
        if parity == 1 and sign_product == 1:
            groups["T"].append(g)


def count_constants(group):
    """Allowed constants: linear (antisymmetric in ij), quadratic (symmetric)."""
    linear, quadratic = 0.0, 0.0
    for g in group:
        t, t2 = np.trace(g), np.trace(g @ g)
        linear += (t * t - t2) / 2 * t
        quadratic += ((t * t + t2) / 2) ** 2
    return round(linear / len(group)), round(quadratic / len(group))


counts = {name: count_constants(group) for name, group in groups.items()}
assert counts["Oh"] == (0, 3) and counts["Td"] == (0, 3)
assert counts["O"] == (1, 3)
assert counts["Th"] == (0, 4) and counts["T"] == (1, 4)

raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)


def group_average(group):
    return sum(np.einsum("ia,jb,kc,ld,abcd->ijkl", g, g, g, g, raw)
               for g in group) / len(group)


for name in ("Oh", "Td"):
    t4 = group_average(groups[name])
    coef_a, coef_b = t4[0, 0, 1, 1], 2 * t4[0, 1, 0, 1]
    coef_c = t4[0, 0, 0, 0] - coef_a - coef_b
    q = rng.normal(size=3)
    form = (coef_a * (q @ q) * np.eye(3) + coef_b * np.outer(q, q)
            + coef_c * np.diag(q**2))
    assert np.allclose(np.einsum("ijkl,k,l->ij", t4, q, q), form, atol=1e-12)
    assert abs(t4[1, 1, 0, 0] - t4[2, 2, 0, 0]) < 1e-12
t4_th = group_average(groups["Th"])
assert abs(t4_th[1, 1, 0, 0] - t4_th[2, 2, 0, 0]) > 1e-3

# ---------- angular factor ----------
x, y, z = sp.symbols("x y z")
sig2_sym = x * y + y * z + z * x
squares = ((x * y - y * z)**2 + (y * z - z * x)**2 + (z * x - x * y)**2) / 2
assert sp.expand(sig2_sym**2 - 3 * x * y * z * (x + y + z) - squares) == 0


def delta_formula(s):
    a, b, c = np.moveaxis(np.asarray(s)**2, -1, 0)
    value = (a * b + b * c + c * a)**2 - 3 * a * b * c
    return 2 * np.sqrt(np.maximum(value, 0))


def delta_direct(s):
    """Eigenvalue splitting of diag(s_i^2) in the plane normal to s."""
    s = np.atleast_2d(s)
    ss = s[:, :, None] * s[:, None, :]
    proj = np.eye(3) - ss
    diag = np.eye(3) * (s**2)[:, None, :]
    ev = np.linalg.eigvalsh(proj @ diag @ proj - ss)  # s itself is sent to -1
    return ev[:, 2] - ev[:, 1]


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


n_dir = 20000
idx = np.arange(n_dir) + 0.5
cos_t = 1 - 2 * idx / n_dir
phi = np.pi * (1 + 5**0.5) * idx
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t], axis=1)
split = delta_direct(sphere)
assert np.allclose(split, delta_formula(sphere), atol=1e-7)

null_axes = np.array([unit(v) for v in
                      [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 1),
                       (-1, 1, 1), (1, -1, 1), (1, 1, -1)]])
max_axes = np.array([unit(v) for v in
                     [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                      (1, 0, -1), (0, 1, 1), (0, 1, -1)]])
assert np.max(delta_direct(null_axes)) < 1e-12
far = np.max(np.abs(sphere @ null_axes.T), axis=1) < np.cos(np.radians(10))
min_far = split[far].min()
assert min_far > 0.02
assert np.allclose(delta_direct(max_axes), 0.5, atol=1e-12)
assert split.max() <= 0.5 + 1e-12
best = sphere[np.argmax(split)]
assert np.max(np.abs(max_axes @ best)) > np.cos(np.radians(3))

# ---------- oscillator lattice ----------
width = 0.08
eps0 = 2.25
n0 = np.sqrt(eps0)
wavelength = 193.0


class Lattice:
    def __init__(self, kind, a):
        m = np.array(list(itertools.product(range(-8, 9), repeat=3)))
        if kind == "fcc":
            odd = m % 2
            m = m[(odd[:, 0] == odd[:, 1]) & (odd[:, 1] == odd[:, 2])]
        self.volume = a**3 / (4 if kind == "fcc" else 1)
        self.m2_all = np.sum(m**2, axis=1)
        self.g_all = 2 * np.pi / a * m
        self.g_nonzero = self.g_all[self.m2_all > 0]
        self.m2 = self.m2_all[self.m2_all > 0]
        local = self.field(np.zeros(3), 0.0, self.g_nonzero)
        assert np.allclose(local, local[0, 0] * np.eye(3), atol=1e-9)
        self.inv_chi = (local[0, 0]
                        + 4 * np.pi / (self.volume * (eps0 - 1)))
        assert self.inv_chi > 0

    def field(self, q, k, g):
        """Field at an oscillator, averaged over its profile, per unit dipole."""
        big_q = g + q
        q2 = np.sum(big_q**2, axis=1)
        weight = np.exp(-width**2 * q2) / (q2 - k * k)
        tensor = (k * k * weight.sum() * np.eye(3)
                  - (big_q * weight[:, None]).T @ big_q)
        return 4 * np.pi / self.volume * tensor

    def epsilon(self, q):
        local = self.field(q, 0.0, self.g_nonzero)
        strength = 4 * np.pi / self.volume * np.exp(-width**2 * (q @ q))
        return np.eye(3) + strength * np.linalg.inv(
            self.inv_chi * np.eye(3) - local)

    def c_terms(self):
        g = self.g_nonzero
        u, w2 = np.sum(g**2, axis=1), width**2
        f2 = np.exp(-w2 * u) * (w2**2 / u + 2 * w2 / u**2 + 2 / u**3)
        return (-2 * (eps0 - 1)**2 * f2
                * (g[:, 0]**4 - 3 * g[:, 0]**2 * g[:, 1]**2))

    def indices(self, s, lam):
        """Both refractive indices from the full retarded problem."""
        k = 2 * np.pi / lam

        def mismatch(n, j):
            ev = np.linalg.eigvalsh(self.field(n * k * s, k, self.g_all))
            return ev[j] - self.inv_chi
        return [brentq(mismatch, 1.3, 1.8, args=(j,), xtol=1e-15, rtol=1e-15)
                for j in (2, 1)]

    def index_polarized(self, s, e, lam):
        """Index for a polarization e that symmetry makes an eigenvector."""
        k = 2 * np.pi / lam

        def mismatch(n):
            return e @ self.field(n * k * s, k, self.g_all) @ e - self.inv_chi
        n = brentq(mismatch, 1.3, 1.8, xtol=1e-15, rtol=1e-15)
        image = self.field(n * k * s, k, self.g_all) @ e
        assert np.linalg.norm(image - (e @ image) * e) < 1e-9 * self.inv_chi
        return n


s110, e1m10, e001 = unit((1, 1, 0)), unit((1, -1, 0)), unit((0, 0, 1))
results = {}
for kind, a in (("fcc", 0.5), ("sc", 0.3)):
    lat = Lattice(kind, a)
    c_sum = lat.c_terms().sum()
    # coefficient read off the numerically evaluated dielectric tensor
    q = 0.05
    e_x = lat.epsilon(np.array([q, 0, 0]))
    e_d = lat.epsilon(q * s110)
    c_tensor = (e_x[0, 0] - e_x[1, 1] - 2 * e_d[0, 1]) / q**2
    assert abs(c_tensor / c_sum - 1) < 1e-3
    signed, predicted, pol = [], [], []
    for lam in (wavelength, 2 * wavelength):
        n_a = lat.index_polarized(s110, e1m10, lam)
        n_b = lat.index_polarized(s110, e001, lam)
        pol.append((n_a, n_b))
        signed.append(n_a - n_b)
        predicted.append(np.pi**2 * n0 * c_sum / lam**2)
    errors = [abs(f / p - 1) for f, p in zip(signed, predicted)]
    assert errors[0] < 3e-3              # neglected terms are of order (q a)^2
    assert errors[1] < 0.35 * errors[0]  # and must fall about fourfold
    results[kind] = dict(lat=lat, a=a, c=c_sum, c_tensor=c_tensor, pol=pol,
                         signed=signed, predicted=predicted, errors=errors)

fcc = results["fcc"]
lat = fcc["lat"]
q_light = 2 * np.pi * n0 / wavelength
rows = []
for label in ((1, 0, 0), (1, 1, 1), (1, 1, 0), (1, 1, 2), (1, 2, 3)):
    s = unit(label)
    n_hi, n_lo = lat.indices(s, wavelength)
    dn = n_hi - n_lo
    d = float(delta_formula(s))
    dn_formula = abs(fcc["c"]) * q_light**2 * d / (2 * n0)
    if label in ((1, 0, 0), (1, 1, 1)):
        assert abs(dn) < 1e-12
    else:
        assert abs(dn / dn_formula - 1) < 3e-3
    rows.append((label, d, dn, dn_formula))

# ---------- output ----------
print("Allowed constants (linear in q, quadratic in q):")
for name, pair in counts.items():
    print(f"  class {name}: {pair[0]}, {pair[1]}")
print(f"Largest delta on grid of {n_dir} directions: {split.max():.5f}")
print(f"Smallest delta over 10 deg from all null axes: {min_far:.4f}")
print(f"Oscillator width w = {width} nm, eps0 = {eps0}, n = {n0:.3f}")
print(f"Vacuum wavelength = {wavelength} nm, q = {q_light:.6f} nm^-1")
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
for kind, r in results.items():
    print(f"Lattice {kind}: a = {r['a']} nm, V = {r['lat'].volume:.5f} nm^3")
    print(f"  bare polarizability chi = {1 / r['lat'].inv_chi:.6f} nm^3")
    print(f"  C from lattice sum  = {r['c']:.6e} nm^2")
    print(f"  C from eps(q)       = {r['c_tensor']:.6e} nm^2")
    print(f"  C converted         = {r['c'] / bohr_nm**2:.5f} bohr^2")
    for i, lam in enumerate((wavelength, 2 * wavelength)):
        print(f"  {lam:.0f} nm: n[1-10] = {r['pol'][i][0]:.9f}, "
              f"n[001] = {r['pol'][i][1]:.9f}")
        print(f"    difference: Maxwell {r['signed'][i]:.5e}, "
              f"formula {r['predicted'][i]:.5e}")
        print(f"    relative error of formula = {r['errors'][i]:.2e}")
print("fcc contributions to C by reciprocal shell:")
for name, m2 in (("111", 3), ("200", 4), ("220", 8)):
    part = lat.c_terms()[lat.m2 == m2].sum()
    print(f"  shell {name}: {part:.5e} nm^2")
print("fcc birefringence by direction (delta, Maxwell, formula):")
for label, d, dn, dn_formula in rows:
    name = "".join(map(str, label))
    print(f"  [{name}]: {d:.5f}, {dn:.4e}, {dn_formula:.4e}")
dn110 = abs(fcc["signed"][0])
print(f"fcc retardance along [110] = {dn110 * 1e7:.3f} nm per cm")
print(f"fcc quarter-wave thickness = {wavelength * 1e-7 / (4 * dn110):.3f} cm")
print("verified")
```

It prints:

```
Allowed constants (linear in q, quadratic in q):
  class Oh: 0, 3
  class Td: 0, 3
  class O: 1, 3
  class Th: 0, 4
  class T: 1, 4
Largest delta on grid of 20000 directions: 0.49979
Smallest delta over 10 deg from all null axes: 0.0294
Oscillator width w = 0.08 nm, eps0 = 2.25, n = 1.500
Vacuum wavelength = 193.0 nm, q = 0.048833 nm^-1
Lattice fcc: a = 0.5 nm, V = 0.03125 nm^3
  bare polarizability chi = 0.003917 nm^3
  C from lattice sum  = 5.228384e-03 nm^2
  C from eps(q)       = 5.228114e-03 nm^2
  C converted         = 1.86709 bohr^2
  193 nm: n[1-10] = 1.499993867, n[001] = 1.499991789
    difference: Maxwell 2.07794e-06, formula 2.07799e-06
    relative error of formula = 2.37e-05
  386 nm: n[1-10] = 1.499998467, n[001] = 1.499997947
    difference: Maxwell 5.19495e-07, formula 5.19498e-07
    relative error of formula = 5.92e-06
Lattice sc: a = 0.3 nm, V = 0.02700 nm^3
  bare polarizability chi = 0.003235 nm^3
  C from lattice sum  = -1.267116e-02 nm^2
  C from eps(q)       = -1.267078e-02 nm^2
  C converted         = -4.52495 bohr^2
  193 nm: n[1-10] = 1.499989876, n[001] = 1.499994912
    difference: Maxwell -5.03589e-06, formula -5.03608e-06
    relative error of formula = 3.72e-05
  386 nm: n[1-10] = 1.499997469, n[001] = 1.499998728
    difference: Maxwell -1.25901e-06, formula -1.25902e-06
    relative error of formula = 9.31e-06
fcc contributions to C by reciprocal shell:
  shell 111: 9.75854e-03 nm^2
  shell 200: -4.58971e-03 nm^2
  shell 220: 6.36632e-05 nm^2
fcc birefringence by direction (delta, Maxwell, formula):
  [100]: 0.00000, 0.0000e+00, 0.0000e+00
  [111]: 0.00000, 6.6613e-16, 6.1929e-14
  [110]: 0.50000, 2.0779e-06, 2.0780e-06
  [112]: 0.16667, 6.9260e-07, 6.9266e-07
  [123]: 0.30425, 1.2644e-06, 1.2644e-06
fcc retardance along [110] = 20.779 nm per cm
fcc quarter-wave thickness = 2.322 cm
verified
```
